**Reciprocal-sum electronic stopping of boron in silicon**

The program tests the sum \(1/S=1/S_L+1/S_B\) of the Lindhard-Scharff and Bethe-type stopping cross sections, with \(S_L=A\sqrt x\), \(S_B=BL/x\), \(L=\ln(1+x+C/x)\) and \(x=4E/(MI)\) in atomic units; \(E\) and \(M\) are the ion's energy and mass, \(I\) is the mean excitation energy, and \(C=5\). It asserts that \(S\) tends to the square-root law at low energy with the derived leading deficit, and that the Bethe logarithm agrees with an integral over computed electron orbits, given the assumed lower cut in energy transfer. It asserts that the root of \(2x^{3/2}(L-q)/L^2=B/A\), with \(q=x\,dL/dx\), agrees with a direct maximization of \(S(E)\) in physical units. It also checks on a grid the bound behind the uniqueness proof, and finds a single maximum for five values of \(B/A\). The output puts the maximum at 4.68 MeV and 816 eV/nm, and the point where the square-root law is 5 % too high at 0.79 MeV. Nuclear stopping, partial stripping of the ion, a 20 % change of \(S_L\) and the Bloch term are sized as neglected effects. With an effective ion charge the maximum moves to about 7.1 MeV, so the position depends strongly on the model.

## Check in Python

```python
"""Electronic stopping of boron in silicon by the reciprocal (Varelas-Biersack) sum.

Result under test, atomic units, cross sections per target atom:
  S_L = 8 pi Z1^(7/6) Z2 v / (Z1^(2/3)+Z2^(2/3))^(3/2)      (Lindhard-Scharff)
  S_B = 4 pi Z1^2 Z2 / v^2 * L,  L = ln(1 + x + C/x),  x = 2 v^2 / I  (Bethe-type)
  1/S = 1/S_L + 1/S_B
With S_L = A sqrt(x), S_B = B L/x and q = x dL/dx:
  S -> S_L (proportional to sqrt(E)) at low energy, and S has one maximum, where
  g(x) = 2 x^(3/2) (L - q) / L^2 = B/A.
Z1, Z2: charge numbers; v: ion speed; I: mean excitation energy; C = 5 for Z1 >= 3.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar
from scipy.special import digamma

# ---------- inputs ----------
Z1, Z2 = 5, 14
MASS_ION_U, MASS_TARGET_U = 11.0093, 28.0855
C = 5.0
I_EV = Z2 * (9.76 + 58.5 * Z2 ** -1.19)      # empirical fit for Z2 >= 13
E_SHALLOW, E_DEEP = 3e4, 3e5                 # eV

# ---------- constants in eV and angstrom ----------
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
LATTICE = sc.physical_constants["lattice parameter of silicon"][0] * 1e10
E2 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10     # e^2/(4 pi eps0), eV angstrom
V0 = sc.fine_structure * sc.c
DENSITY = 8 / LATTICE ** 3                        # atoms per cubic angstrom
ION_KG = MASS_ION_U * sc.atomic_mass


# ---------- direct side: physical units, energy in eV, result in eV angstrom^2 ----------
def speed(energy):
    return np.sqrt(2 * energy * sc.e / ION_KG)


def s_lindhard(energy):
    screening = (Z1 ** (2 / 3) + Z2 ** (2 / 3)) ** 1.5
    return 8 * np.pi * E2 * BOHR * Z1 ** (7 / 6) * Z2 / screening * speed(energy) / V0


def s_bethe(energy, form="full"):
    mv2 = sc.m_e * speed(energy) ** 2 / sc.e
    ratio = 2 * mv2 / I_EV
    argument = {"full": 1 + ratio + C / ratio, "no_c": 1 + ratio, "bare": ratio}[form]
    return 4 * np.pi * Z1 ** 2 * Z2 * E2 ** 2 / mv2 * np.log(argument)


def s_total(energy, form="full"):
    return 1 / (1 / s_lindhard(energy) + 1 / s_bethe(energy, form))


def find_maximum(function):
    grid = np.geomspace(1e5, 1e9, 2001)
    top = int(np.argmax(function(grid)))
    assert 0 < top < len(grid) - 1
    found = minimize_scalar(lambda y: -function(np.exp(y)), method="bounded",
                            bounds=(np.log(grid[top - 1]), np.log(grid[top + 1])),
                            options={"xatol": 1e-10})
    return np.exp(found.x), -found.fun


# ---------- reduced side: atomic units ----------
mass_au = ION_KG / sc.m_e
i_au = I_EV / HARTREE
A = (8 * np.pi * Z1 ** (7 / 6) * Z2 / (Z1 ** (2 / 3) + Z2 ** (2 / 3)) ** 1.5
     * np.sqrt(i_au / 2))
B = 8 * np.pi * Z1 ** 2 * Z2 / i_au
rho = B / A
energy_unit = mass_au * I_EV / 4                  # E/x in eV
area_unit = HARTREE * BOHR ** 2                   # atomic unit of S in eV angstrom^2


def big_l(x):
    return np.log(1 + x + C / x)


def q_of(x):
    return (x * x - C) / (x * x + x + C)


def g_of(x):
    return 2 * x ** 1.5 * (big_l(x) - q_of(x)) / big_l(x) ** 2


# Prefactors: physical-unit formulas against the reduced ones.
for x in (0.01, 1.0, 30.0):
    energy = x * energy_unit
    assert abs(s_lindhard(energy) / (A * np.sqrt(x) * area_unit) - 1) < 1e-7
    assert abs(s_bethe(energy) / (B * big_l(x) / x * area_unit) - 1) < 1e-7

# ---------- scattering integrals ----------
nodes, weights = np.polynomial.legendre.leggauss(200)
s_nodes, s_weights = (nodes + 1) / 2, weights / 2
y_nodes, y_weights = np.polynomial.legendre.leggauss(80)


def deflection(b, v_over_e):
    """Classical deflection angle; v_over_e(u) is potential/energy at r = 1/u."""
    def radial(u):
        return 1 - v_over_e(u) - (b * u) ** 2
    high = 1 / b
    while radial(high) > 0:
        high *= 2
    u0 = brentq(radial, 1e-12 * high, high, xtol=1e-18, rtol=1e-15)
    u = u0 * (1 - s_nodes ** 2)
    return np.pi - 2 * np.sum(s_weights * 2 * b * u0 * s_nodes / np.sqrt(radial(u)))


def integrate_over_b(function, b_low, b_high):
    """Integral of function(b) 2 pi b db, with a flat piece below b_low."""
    half = np.log(b_high / b_low) / 2
    b_values = b_low * np.exp(half * (y_nodes + 1))
    values = np.array([function(b) for b in b_values])
    total = half * np.sum(y_weights * values * 2 * np.pi * b_values ** 2)
    return total + np.pi * b_low ** 2 * function(b_low)


# Bethe logarithm from computed electron orbits around the ion.
v_test = 10.0
b0 = Z1 / v_test ** 2


def transfer(b):
    angle = deflection(b, lambda u: -2 * b0 * u)
    return 2 * v_test ** 2 * np.sin(angle / 2) ** 2


for ratio in (0.3, 3.0):
    assert abs(transfer(ratio * b0) * (1 + ratio ** 2) / (2 * v_test ** 2) - 1) < 1e-4
t_min = i_au ** 2 / (2 * v_test ** 2)
b_max = brentq(lambda b: transfer(b) - t_min, b0, 1000 * b0)
orbit_stopping = integrate_over_b(transfer, 0.01 * b0, b_max)
bethe_log = 4 * np.pi * Z1 ** 2 / v_test ** 2 * np.log(2 * v_test ** 2 / i_au)
assert abs(orbit_stopping / bethe_log - 1) < 1e-3

# ---------- low- and high-energy limits ----------
e_low = 1e-4 * energy_unit
slope_low = np.log(s_total(1.01 * e_low) / s_total(e_low)) / np.log(1.01)
assert abs(slope_low - 0.5) < 1e-6
deficit = 1 - s_total(e_low) / s_lindhard(e_low)
assert abs(deficit / (1e-4 ** 1.5 / (rho * np.log(C / 1e-4))) - 1) < 1e-4
k_root = A * area_unit / np.sqrt(energy_unit)     # S = k sqrt(E)
assert abs(s_total(e_low) / np.sqrt(e_low) / k_root - 1) < 1e-6


def deficit_no_c(energy):
    return 1 - s_total(energy, "no_c") / s_lindhard(energy)


e_tiny = 1e-6 * energy_unit
slope_no_c = np.log(deficit_no_c(2 * e_tiny) / deficit_no_c(e_tiny)) / np.log(2)
assert abs(slope_no_c - 0.5) < 1e-3
assert abs(s_total(1e10) / s_bethe(1e10, "bare") - 1) < 2e-4

# Bare logarithm: pole of the reciprocal sum below x = 1.
e_pole = brentq(lambda e: s_lindhard(e) + s_bethe(e, "bare"),
                0.5 * energy_unit, 0.9999 * energy_unit)
assert s_total(e_pole * 0.9999, "bare") > 100 * s_lindhard(e_pole)
assert s_total(e_pole * 1.0001, "bare") < -100 * s_lindhard(e_pole)


# ---------- local exponent ----------
def exponent(energy):
    x = energy / energy_unit
    s = s_total(energy)
    return (0.5 * s / s_lindhard(energy)
            + s / s_bethe(energy) * (q_of(x) / big_l(x) - 1))


for energy in (E_DEEP, 3e6, 3e7):
    h = 1e-4
    numeric = np.log(s_total(energy * np.exp(h)) / s_total(energy * np.exp(-h))) / (2 * h)
    assert abs(numeric - exponent(energy)) < 1e-6

# ---------- uniqueness of the maximum ----------
log_x = np.linspace(np.log(1e-5), np.log(1e5), 20001)
x_grid = np.exp(log_x)
l_floor = np.log(1 + 2 * np.sqrt(C))
slope_bound = 1.5 - np.sqrt(5) / l_floor
g_slopes = np.gradient(np.log(g_of(x_grid)), log_x)
assert abs(big_l(x_grid).min() - l_floor) < 1e-6
assert np.all(np.gradient(q_of(x_grid), log_x) < 1 - q_of(x_grid) ** 2 + 1e-6)
assert slope_bound > 0 and g_slopes.min() > slope_bound
for trial_rho in (0.01, 1.0, rho, 100.0, 1e4):
    curve = 1 / (1 / np.sqrt(x_grid) + x_grid / (trial_rho * big_l(x_grid)))
    signs = np.sign(np.diff(curve))
    assert signs[0] > 0 and signs[-1] < 0 and np.count_nonzero(np.diff(signs)) == 1

# ---------- the maximum: root, iteration, direct search ----------
x_max = brentq(lambda x: g_of(x) - rho, 1e-3, 1e3, xtol=1e-13)
e_max = x_max * energy_unit
e_direct, s_max = find_maximum(s_total)
assert abs(e_direct / e_max - 1) < 1e-5
l_max, q_max = big_l(x_max), q_of(x_max)
ratio_max = s_bethe(e_direct) / s_lindhard(e_direct)
assert abs(ratio_max - 2 * (1 - q_max / l_max)) < 1e-4

iterates = [1.0]
for _ in range(25):
    x = iterates[-1]
    iterates.append((rho * big_l(x) ** 2 / (2 * (big_l(x) - q_of(x)))) ** (2 / 3))
assert abs(iterates[-1] / x_max - 1) < 1e-6
g_slope_max = np.log(g_of(x_max * np.exp(1e-4)) / g_of(x_max * np.exp(-1e-4))) / 2e-4
shrink = 1 - 2 * g_slope_max / 3
assert abs((iterates[9] - x_max) / (iterates[8] - x_max) - shrink) < 0.01

# ---------- landmarks ----------
e_cross = brentq(lambda e: s_lindhard(e) - s_bethe(e), 1e5, 1e9)
e_five = brentq(lambda e: s_lindhard(e) / s_total(e) - 1.05, 1e3, e_max)
e_left = brentq(lambda e: s_total(e) - 0.95 * s_max, 1e4, e_max)
e_right = brentq(lambda e: s_total(e) - 0.95 * s_max, e_max, 1e9)
e_limit = 0.5 * mass_au * Z1 ** (4 / 3) * HARTREE     # v = v0 Z1^(2/3)
v_max = speed(e_max) / V0

# ---------- neglected effects ----------
a_screen = 0.8854 * BOHR / (Z1 ** 0.23 + Z2 ** 0.23)
mass_sum = MASS_ION_U + MASS_TARGET_U


def universal_screening(r):
    return (0.1818 * np.exp(-3.2 * r) + 0.5099 * np.exp(-0.9423 * r)
            + 0.2802 * np.exp(-0.4028 * r) + 0.02817 * np.exp(-0.2016 * r))


def s_nuclear(energy):
    """Nuclear stopping (eV angstrom^2) by orbit integration, checked by the usual fit."""
    eps = a_screen * MASS_TARGET_U * energy / (Z1 * Z2 * E2 * mass_sum)

    def sin2(b):
        return np.sin(deflection(b, lambda u: u * universal_screening(1 / u) / eps) / 2) ** 2
    area = integrate_over_b(sin2, 0.01 / eps, 40.0)
    if eps > 30:
        fit = np.log(eps) / (2 * eps)
    else:
        fit = np.log(1 + 1.1383 * eps) / (2 * (eps + 0.01321 * eps ** 0.21226
                                               + 0.19593 * eps ** 0.5))
    assert abs(eps * area / np.pi / fit - 1) < 0.08   # accuracy of the published fit
    kinematic = 4 * MASS_ION_U * MASS_TARGET_U / mass_sum ** 2
    return kinematic * energy * a_screen ** 2 * area


def charge_fraction(energy):
    return 1 - np.exp(-speed(energy) / (V0 * Z1 ** (2 / 3)))


def s_partly_stripped(energy):
    return 1 / (1 / s_lindhard(energy) + 1 / (s_bethe(energy) * charge_fraction(energy) ** 2))


e_strip, s_strip = find_maximum(s_partly_stripped)
e_up, s_up = find_maximum(lambda e: 1 / (1 / (1.2 * s_lindhard(e)) + 1 / s_bethe(e)))
e_down, s_down = find_maximum(lambda e: 1 / (1 / (0.8 * s_lindhard(e)) + 1 / s_bethe(e)))
assert e_up < e_max < e_down and s_up > s_max > s_down

y_bloch = Z1 / v_max
n = np.arange(1, 200001, dtype=float)
bloch = y_bloch ** 2 * np.sum(1 / (n * (n ** 2 + y_bloch ** 2)))
assert abs(bloch - (digamma(1 + 1j * y_bloch).real + np.euler_gamma)) < 1e-6
s_bloch = 1 / (1 / s_lindhard(e_max) + 1 / (s_bethe(e_max) * (1 - bloch / l_max)))

# ---------- output ----------
print(f"Z1, Z2, C: {Z1}, {Z2}, {C:.0f}")
print(f"ion mass: {MASS_ION_U} u = {mass_au:.1f} electron masses")
print(f"mean excitation energy I: {I_EV:.2f} eV = {i_au:.4f} hartree")
print(f"silicon lattice parameter: {LATTICE:.4f} A; density N: {DENSITY:.5f} A^-3")
print(f"atomic unit of S: {area_unit:.4f} eV A^2")
print(f"A: {A:.2f} a.u.; B: {B:.1f} a.u.; rho = B/A: {rho:.4f}")
print(f"energy unit E/x = M I/4: {energy_unit:.4e} eV")
print(f"k in S = k sqrt(E): {k_root:.4f} eV^(1/2) A^2")
print(f"N k: {DENSITY * k_root:.5f} eV^(1/2)/A")
print(f"log-log slope of S at {e_low:.1f} eV: {slope_low:.6f}")
print(f"relative deficit there: {deficit:.3e}")
print(f"deficit exponent without C term, low E: {slope_no_c:.4f}")
print(f"pole with bare logarithm: x = {e_pole / energy_unit:.4f}, E = {e_pole:.3e} eV")
print(f"orbit integral / Bethe logarithm at v = 10 a.u.: {orbit_stopping / bethe_log:.5f}")
for name, energy in (("shallow", E_SHALLOW), ("deep", E_DEEP), ("maximum", e_max)):
    sl, sb, st, sn = s_lindhard(energy), s_bethe(energy), s_total(energy), s_nuclear(energy)
    print(f"[{name}] E: {energy:.4e} eV; x: {energy / energy_unit:.4f}; "
          f"v/v0: {speed(energy) / V0:.4f}")
    print(f"  S_L, S_B, S: {sl:.1f}, {sb:.1f}, {st:.1f} eV A^2")
    print(f"  N S: {DENSITY * st:.2f} eV/A; S_L/S - 1: {100 * (sl / st - 1):.2f} %")
    print(f"  local exponent: {exponent(energy):.4f}")
    print(f"  nuclear N S_n: {DENSITY * sn:.3f} eV/A; S_n/S: {100 * sn / st:.2f} %")
print(f"square-root law 5 % too high at: {e_five:.3e} eV")
print("iterates x: " + ", ".join(f"{x:.4f}" for x in iterates[:9]))
print(f"error factor per iteration: {shrink:.3f}")
print(f"root x_max: {x_max:.5f}; L: {l_max:.4f}; q: {q_max:.4f}")
print(f"S_B/S_L at maximum: {ratio_max:.4f}")
print(f"E_max from root: {e_max:.5e} eV; direct search: {e_direct:.5e} eV")
print(f"main result: {e_max / 1e6:.2f} MeV, {10 * DENSITY * s_max:.0f} eV/nm")
print(f"S within 5 % of maximum from {e_left:.3e} to {e_right:.3e} eV")
print(f"crossing S_L = S_B: {e_cross:.3e} eV")
print(f"L0: {l_floor:.4f}; lower bound on dln g/dln x: {slope_bound:.4f}")
print(f"smallest dln g/dln x on grid: {g_slopes.min():.4f}")
print(f"speed limit v0 Z1^(2/3) reached at: {e_limit:.3e} eV")
print(f"effective charge fraction at E_max: {charge_fraction(e_max):.3f}")
print(f"maximum with effective charge: {e_strip:.3e} eV, {DENSITY * s_strip:.2f} eV/A")
print(f"maximum with S_L +20 %: {e_up:.3e} eV, {DENSITY * s_up:.2f} eV/A")
print(f"maximum with S_L -20 %: {e_down:.3e} eV, {DENSITY * s_down:.2f} eV/A")
print(f"Bloch term at E_max: {bloch:.3f} (L = {l_max:.3f})")
print(f"N S at E_max with Bloch term: {DENSITY * s_bloch:.2f} eV/A")
print(f"v/c at E_max: {speed(e_max) / sc.c:.4f}")
print("PASS")
```

Output:

```
Z1, Z2, C: 5, 14, 5
ion mass: 11.0093 u = 20068.7 electron masses
mean excitation energy I: 172.07 eV = 6.3235 hartree
silicon lattice parameter: 5.4310 A; density N: 0.04994 A^-3
atomic unit of S: 7.6200 eV A^2
A: 158.51 a.u.; B: 1391.1 a.u.; rho = B/A: 8.7757
energy unit E/x = M I/4: 8.6331e+05 eV
k in S = k sqrt(E): 1.3000 eV^(1/2) A^2
N k: 0.06492 eV^(1/2)/A
log-log slope of S at 86.3 eV: 0.500000
relative deficit there: 1.053e-08
deficit exponent without C term, low E: 0.4999
pole with bare logarithm: x = 0.9064, E = 7.825e+05 eV
orbit integral / Bethe logarithm at v = 10 a.u.: 1.00000
[shallow] E: 3.0000e+04 eV; x: 0.0347; v/v0: 0.3315
  S_L, S_B, S: 225.2, 1517912.2, 225.1 eV A^2
  N S: 11.24 eV/A; S_L/S - 1: 0.01 %
  local exponent: 0.4997
  nuclear N S_n: 5.645 eV/A; S_n/S: 50.21 %
[deep] E: 3.0000e+05 eV; x: 0.3475; v/v0: 1.0482
  S_L, S_B, S: 712.0, 84066.4, 706.0 eV A^2
  N S: 35.26 eV/A; S_L/S - 1: 0.85 %
  local exponent: 0.4847
  nuclear N S_n: 1.502 eV/A; S_n/S: 4.26 %
[maximum] E: 4.6827e+06 eV; x: 5.4241; v/v0: 4.1412
  S_L, S_B, S: 2813.1, 3897.0, 1633.8 eV A^2
  N S: 81.59 eV/A; S_L/S - 1: 72.19 %
  local exponent: -0.0000
  nuclear N S_n: 0.172 eV/A; S_n/S: 0.21 %
square-root law 5 % too high at: 7.908e+05 eV
iterates x: 1.0000, 3.5186, 4.5640, 5.0861, 5.3005, 5.3802, 5.4087, 5.4187, 5.4222
error factor per iteration: 0.350
root x_max: 5.42413; L: 1.9941; q: 0.6129
S_B/S_L at maximum: 1.3853
E_max from root: 4.68274e+06 eV; direct search: 4.68274e+06 eV
main result: 4.68 MeV, 816 eV/nm
S within 5 % of maximum from 2.510e+06 to 8.368e+06 eV
crossing S_L = S_B: 6.177e+06 eV
L0: 1.6997; lower bound on dln g/dln x: 0.1844
smallest dln g/dln x on grid: 0.8557
speed limit v0 Z1^(2/3) reached at: 2.335e+06 eV
effective charge fraction at E_max: 0.757
maximum with effective charge: 7.065e+06 eV, 63.44 eV/A
maximum with S_L +20 %: 3.855e+06 eV, 90.80 eV/A
maximum with S_L -20 %: 5.826e+06 eV, 71.75 eV/A
Bloch term at E_max: 0.828 (L = 1.994)
N S at E_max with Bloch term: 62.86 eV/A
v/c at E_max: 0.0302
PASS
```
